\section*{Complex-Energy Tetrahedron Green Functions by Stable Logarithmic Divided Differences}

\section{Result}

Let a band energy be interpolated linearly inside a tetrahedron with real corner energies $e_1,\dots,e_4$, and let $\operatorname{Im}z>0$. With
\begin{equation}
F_p(e)=(z-e)^p\ln(z-e),
\end{equation}
the volume-averaged Green function and the corner weights are
\begin{align}
G(z)&=\Big\langle\frac1{z-e}\Big\rangle=-3\,F_2[e_1,e_2,e_3,e_4],\label{G}\\
w_i(z)&=\Big\langle\frac{\lambda_i}{z-e}\Big\rangle=F_3[e_1,e_2,e_3,e_4,e_i].\label{w}
\end{align}
Square brackets denote divided differences in $e$, $\lambda_i$ are barycentric coordinates and the logarithm is principal. A matrix element interpolated as $\sum_i\lambda_iM_i$ contributes $\sum_iw_iM_i$. These identities hold for the interpolated band; its difference from the true band is a separate error. Both expressions stay finite when corners coincide, but the explicit sum over corners, equation (\ref{explicit}), does not survive rounding there. Section~\ref{stable} gives an evaluation that does.

\section{Derivation}

In the tetrahedron $e=\sum_i\lambda_ie_i$ with $\lambda_i\ge0$ and $\sum_i\lambda_i=1$. Take $\lambda_2,\lambda_3,\lambda_4$ as independent variables. Their domain has volume $1/6$, so an average is six times the integral over it:
\begin{equation}
G=6\int\frac{d\lambda_2\,d\lambda_3\,d\lambda_4}{z-\sum_i\lambda_ie_i}.
\label{avg}
\end{equation}

The integral follows from the Hermite--Genocchi formula. For $m$ nodes define
\begin{equation}
I(e_1,\dots,e_m)=\int f^{(m-1)}\Big(\sum_i\lambda_ie_i\Big)d\lambda_2\cdots d\lambda_m ,\qquad I(e_1)=f(e_1).
\end{equation}
Integrate over $\lambda_m$ first, from $0$ to $s=1-\lambda_2-\dots-\lambda_{m-1}$. Since $\lambda_1=s-\lambda_m$, the argument has slope $e_m-e_1$ in $\lambda_m$. The upper limit has $\lambda_1=0$ and leaves the nodes $e_2,\dots,e_m$; the lower limit has $\lambda_m=0$ and leaves $e_1,\dots,e_{m-1}$. Hence
\begin{equation}
I(e_1,\dots,e_m)=\frac{I(e_2,\dots,e_m)-I(e_1,\dots,e_{m-1})}{e_m-e_1},
\label{rec}
\end{equation}
which is the defining recursion of $f[e_1,\dots,e_m]$. The integral is continuous in the nodes, so it also defines the divided difference when nodes coincide.

For (\ref{avg}) we need $f'''(e)=1/(z-e)$. Put $u=z-e$, so that $d/de=-d/du$. The derivatives of $u^2\ln u$ in $u$ are $2u\ln u+u$, $2\ln u+3$ and $2/u$. Therefore $F_2'''(e)=-2/u$, and $f=-F_2/2$ is a solution. Any added quadratic has zero third derivative and drops out of the integral. Multiplication by six gives (\ref{G}).

For distinct corners the recursion is solved by
\begin{equation}
G=-3\sum_{i=1}^4\frac{u_i^2\ln u_i}{\prod_{j\ne i}(e_i-e_j)},\qquad u_i=z-e_i .
\label{explicit}
\end{equation}
To see this, let $P_i=\prod_{j\ne i}(e_i-e_j)$ over all $m$ nodes. In the numerator of (\ref{rec}) the coefficient of $f(e_i)$ is $(e_i-e_1)/P_i-(e_i-e_m)/P_i=(e_m-e_1)/P_i$, and division by $e_m-e_1$ leaves $1/P_i$. All $u_i$ lie in the upper half-plane, so no branch cut is crossed. Replacing $\ln u$ by $\ln(u/S)$ adds a quadratic to $F_2$ and changes nothing, so the energy unit in the logarithm is arbitrary.

For the weights, differentiate $f[e_1,\dots,e_4]=\int f'''$ with respect to $e_i$. The integral gives $\int\lambda_if''''$. The divided difference gives $f[e_1,\dots,e_4,e_i]$, because by (\ref{rec}) the difference quotient for a shift $\delta$ of $e_i$ is the divided difference with both $e_i$ and $e_i+\delta$ as nodes. Now choose $f''''=1/u$. The fourth derivative of $u^3\ln u$ is $6/u$, and four sign changes cancel, so $f=F_3/6$. The factor six of the average cancels the $1/6$, which gives (\ref{w}). From $\sum_i\lambda_i=1$ and $\sum_i\lambda_iu_i=z-e$ follow two sum rules:
\begin{equation}
\sum_iw_i=G,\qquad \sum_iw_iu_i=1 .
\end{equation}

\section{Coincident corners and the real axis}

Write $A=z-a$, $B=z-b$, $D=b-a=A-B$. Four equal corners give $G=1/A$ at once. For three equal corners, (\ref{rec}) applied three times gives
\begin{equation}
F_2[a,a,a,b]=\frac{F_2(b)-F_2(a)-DF_2'(a)-\tfrac12D^2F_2''(a)}{D^3}.
\end{equation}
Here $F_2'(a)=-(2A\ln A+A)$ and $\tfrac12F_2''(a)=\ln A+\tfrac32$. The terms in $\ln A$ add up to $-(A^2-2AD+D^2)\ln A=-B^2\ln A$, so
\begin{equation}
G_{aaab}=-\frac3{D^3}\Big[B^2\ln\frac BA+AD-\frac32D^2\Big].
\label{triple}
\end{equation}
As a check let $x=D/A\to0$. Then $B^2\ln(B/A)=A^2(1-x)^2(-x-x^2/2-x^3/3-\dots)=A^2(-x+\tfrac32x^2-\tfrac13x^3+\dots)$. The first two orders cancel and $G\to1/A$.

For two pairs the recursion gives $F_2[a,a,b,b]=\{F_2'(a)+F_2'(b)-2F_2[a,b]\}/D^2$. The coefficient of $\ln A$ in the braces is $-2A+2A^2/D=2AB/D$, that of $\ln B$ is $-2B-2B^2/D=-2AB/D$, and $-(A+B)$ remains:
\begin{equation}
G_{aabb}=\frac3{D^2}\Big[A+B-\frac{2AB}{D}\ln\frac AB\Big].
\label{pairs}
\end{equation}
For one pair, differentiate the three-node sum for $F_2[a,b,c]$ with respect to $a$:
\begin{align}
G_{aabc}=-3\Big\{&\frac{F_2'(a)}{(a-b)(a-c)}-\frac{F_2(a)}{(a-b)(a-c)}\Big[\frac1{a-b}+\frac1{a-c}\Big]\nonumber\\
&+\frac{F_2(b)}{(b-a)^2(b-c)}+\frac{F_2(c)}{(c-a)^2(c-b)}\Big\}.
\end{align}

Take $a=0.1$, $b=0.5$ and $z=0.3+0.2i$ eV. Then $A=0.2+0.2i$, $B=-0.2+0.2i$, $AB=-0.08$ and $\ln(A/B)=-i\pi/2$. Equation (\ref{pairs}) gives $3(0.4i-0.6283i)/0.16=-4.281i$ eV$^{-1}$. The real part vanishes because the two pairs lie symmetrically about $\operatorname{Re}z$. For three corners at $a$, (\ref{triple}) gives $1.610-3.750i$ eV$^{-1}$. Direct quadrature of the volume integral confirms all four confluent forms to a relative $10^{-9}$.

These formulas are useful as limits, but they are poor branches in a code: (\ref{triple}) itself cancels badly when $|D|\ll|A|$, and a switch at some small gap leaves an error on one side or the other.

In the retarded limit $z\to E+i0^+$, the imaginary part of $\ln u_i$ is $\pi$ for $e_i>E$ and zero for $e_i<E$. Thus
\begin{equation}
-\frac{\operatorname{Im}G}\pi=3\sum_{e_i>E}\frac{(E-e_i)^2}{\prod_{j\ne i}(e_i-e_j)} .
\end{equation}
For ordered corners and $e_1<E<e_2$, the sum over all four corners vanishes as a third difference of a quadratic. What remains is minus the first term, $3(E-e_1)^2/[(e_2-e_1)(e_3-e_1)(e_4-e_1)]$, the tetrahedron density of states in this energy interval. The limit diverges at $E=a$ when three corners equal $a$, through $\ln A$, or when all four do, through $1/A$. With at most two corners at $a$ the terms $A\ln A$ vanish and $G$ is finite.

\section{Stable evaluation}\label{stable}

If $k$ corners lie within a gap $g$, their terms in (\ref{explicit}) contain $k-1$ small denominators. Rounding errors therefore grow as $g^{-(k-1)}$ while $G$ stays finite. For $z$ on an arc of radius 0.5 eV around a cluster at 0.3 eV, shrinking the cluster at fixed shape, so that its smallest corner gap fell from $10^{-3}$ to $10^{-5}$ eV, gave growth powers 0.98, 1.90 and 2.89 for $k=2,3,4$. For $k=4$ the worst relative error at the smaller gap was 8\%.

The cure is to use recursion (\ref{rec}) on sorted nodes, but to divide only where the denominator is comparable with the local $|u|$. Consider a consecutive group of $m+1$ nodes. Let $U$ be the midpoint of its extreme $u$ values, and put $u_i=U-\delta_i$ and $q_i=\delta_i/U$. If the span of the group is at most $|U|$, then $|q_i|\le1/2$ and a Taylor series about the midpoint converges.

For $n\le p$, induction on $n$ gives
\begin{equation}
\frac{d^n}{du^n}u^p\ln u=\frac{p!}{(p-n)!}u^{p-n}\,(\ln u+H_p-H_{p-n}),
\end{equation}
with harmonic numbers $H_n$: differentiating $\ln u$ adds $1/(p-n)$ to the bracket, which turns $H_{p-n}$ into $H_{p-n-1}$. After $p+1$ derivatives the result is $p!/u$, and further ones follow by the power rule. With a factor $(-1)^n/n!$, the coefficient of $\delta^n$ is $\alpha_nU^{p-n}$, where
\begin{equation}
\alpha_n=\begin{cases}(-1)^n\binom pn(\ln U+H_p-H_{p-n}),&n\le p,\\[2pt](-1)^{p+1}\,p!\,(n-p-1)!/n!,&n>p.\end{cases}
\end{equation}

The divided difference of $\delta^n$ over $m+1$ nodes is the complete homogeneous polynomial $h_{n-m}$, the sum of all monomials of degree $n-m$. Its generating function is $\sum_kh_kt^k=\prod_i(1-\delta_it)^{-1}$. The identity
\begin{equation}
\frac1{1-\delta_mt}-\frac1{1-\delta_0t}=\frac{(\delta_m-\delta_0)\,t}{(1-\delta_mt)(1-\delta_0t)},
\end{equation}
multiplied by the factors of the inner nodes, is recursion (\ref{rec}) for these polynomials. Hence
\begin{equation}
F_p[\text{group}]=U^{p-m}\sum_{n\ge m}\alpha_n\,h_{n-m}(q_0,\dots,q_m).
\label{series}
\end{equation}
Multiplying the generating function by $1-q_jt$ gives the recurrence
\begin{equation}
h_k(q_0..q_j)=h_k(q_0..q_{j-1})+q_j\,h_{k-1}(q_0..q_j).
\end{equation}

For the truncation error, $h_{n-m}$ has $\binom nm$ monomials, each at most $2^{-(n-m)}$. For $n>p$ and $m\le p+1$,
\begin{equation}
|\alpha_n|\binom nm=\frac{p!}{m!}\,\frac{(n-p-1)!}{(n-m)!}\le\frac{p!}{m!}.
\end{equation}
Stopping at $n=m+K$ with $K\ge p$ thus leaves at most $(p!/m!)\,|U|^{p-m}2^{-K}$. For $G$ with a compact tetrahedron this is $2^{-K}/|U|$. Since $\operatorname{Re}[1/(1-q)]\ge2/3$ for $|q|\le1/2$, also $|G|\ge2/(3|U|)$, and $K=56$ gives a relative truncation error below $3\times10^{-17}$.

\begin{verbatim}
function LOGDIFF(nodes, z, p)        # p+2 real nodes, Im z > 0
  sort nodes ascending;  u[i] = z - nodes[i],  i = 0..p+1
  S = max |u[i]|;  u = u/S
  T[i] = u[i]^p * ln u[i]
  for m = 1 .. p+1:
    for i = 0 .. p+1-m:              # ascending, T overwritten
      U = (u[i] + u[i+m])/2
      if |u[i] - u[i+m]| <= |U|:
        T[i] = SERIES(u[i..i+m], U, p)
      else:
        T[i] = (T[i+1] - T[i]) / Re(u[i] - u[i+m])
  return T[0]/S

function SERIES(v[0..m], U, p)
  q[j] = (U - v[j])/U;  h[j] = 1,  j = 0..m
  sum = alpha(m)
  for k = 1 .. K:
    h[0] = q[0]*h[0]
    for j = 1 .. m:  h[j] = h[j-1] + q[j]*h[j]
    sum = sum + alpha(m+k)*h[m]
  return U^(p-m) * sum

G    = -3*LOGDIFF([e1,e2,e3,e4], z, 2)
w[i] =    LOGDIFF([e1,e2,e3,e4,e[i]], z, 3)
\end{verbatim}

The denominator is $e_{i+m}-e_i=u_i-u_{i+m}$, hence its order. The final $1/S$ arises because $F_p$ scales as $S^p$ and $p+1$ divisions remove $S^{p+1}$; the extra $\ln S$ multiplies a polynomial of degree $p$ and drops out. Equal nodes have zero span and enter the series, since $U\ne0$.

Why division is safe: let $\rho$ be the largest $|u|$ in a group that uses it. Then $\rho\le|U|+\text{span}/2<\tfrac32\,\text{span}$, so the denominator exceeds $\tfrac23\rho$. An error of size $\epsilon\rho^{p-m+1}$ in the two smaller groups becomes one of order $\epsilon\rho^{p-m}$, which is the natural scale of the new one. The final absolute error is of order $\epsilon/S$, times a logarithm of the smallest scaled $|u|$. This is an estimate, not a rigorous relative bound.

It was tested on 200 random cases against the explicit formula in 150-digit arithmetic. Corners were offset from 0.3 eV by $10^{-12}$ to 1 eV, and both $\operatorname{Im}z$ and the distance of $\operatorname{Re}z$ from one corner ranged from $10^{-12}$ to about 3 eV. The worst errors relative to $|G|$ were $4.6\times10^{-15}$ for $G$ and $5.1\times10^{-15}$ for the weights.

\paragraph{Cost.} $G$ needs four corner logarithms and six groups; each series with $m\le p$ needs one more logarithm, $\ln U$. If every group used the series, each order would take 22 complex multiplications, or about 1200 in all for $K=56$. Testing the full group first and descending only when it is not compact reduces this to five per order for a compact tetrahedron. With $r=\max|q_i|$, about $\ln\epsilon/\ln r$ terms suffice. Each weight has ten groups. Storage per tetrahedron is a few short arrays, and the work over a mesh is linear in the number of tetrahedra.

\section{One tetrahedron in numbers}

Take corners $0$, $0.2$, $0.5$, $0.9$ eV and $z=0.4+0.2i$ eV. For the first corner $u_1^2=0.12+0.16i$ and $\ln u_1=-0.8047+0.4636i$, with $u$ in eV. The denominator is $(-0.2)(-0.5)(-0.9)=-0.09$, and the term is $-5.692-2.437i$ eV$^{-1}$. The others are $4.488+7.216i$, $6.316-0.056i$ and $-5.027-8.376i$. Their sum is
\begin{equation}
G=0.0853-3.6532i\ \text{eV}^{-1},
\end{equation}
in agreement with volume quadrature. The small real part is left by cancellation among terms of order five. The weights are $0.251-0.872i$, $0.157-0.950i$, $-0.060-0.985i$ and $-0.263-0.847i$ eV$^{-1}$, and they sum to $G$.

\section{Assembly over a zone}

Split each mesh cube into six tetrahedra along a common diagonal, one for each order in which the three axes are stepped. All volumes are equal, so the zone average is the plain mean of $G$. In a cube with fractional coordinates $x_a$, the corners already stepped along axis $a$ carry total barycentric weight $x_a$. A separable band is therefore interpolated as a sum of one-dimensional linear interpolants.

The example is a model simple cubic band, $e=-2t\sum_a\cos k_a$ with $t=0.25$ eV and $k_a$ in radians, at $E=0.2$ eV. From $1/(z-e)=-i\int_0^\infty e^{i(z-e)s}ds$ and the average of $e^{2its\cos k}$, the true band has
\begin{equation}
G(z)=-i\int_0^\infty e^{izs}J_0(2ts)^3\,ds .
\end{equation}
With $J_0$ replaced by the one-dimensional average over the linear interpolant, the same integral gives the interpolated band. The tetrahedron sums matched that to a relative $10^{-9}$ on every mesh below, which tests the assembly apart from the interpolation error.

Errors relative to $|G|$ of the true band, for $N$ points per axis, are:
\begin{center}
\begin{tabular}{c|cc|cc}
 & \multicolumn{2}{c|}{$\operatorname{Im}z=0.01$ eV} & \multicolumn{2}{c}{$\operatorname{Im}z=0.3$ eV}\\
$N$ & tetrahedra & point sum & tetrahedra & point sum\\ \hline
8 & $4.8\times10^{-2}$ & 0.28 & $3.8\times10^{-2}$ & $7.4\times10^{-3}$\\
16 & $1.5\times10^{-2}$ & 1.13 & $9.4\times10^{-3}$ & $1.6\times10^{-5}$\\
32 & $3.6\times10^{-3}$ & 0.24 & $2.35\times10^{-3}$ & $7\times10^{-10}$
\end{tabular}
\end{center}

Most of the tetrahedron error has a simple origin. With mesh step $h=2\pi/N$, a linear interpolant differs from $f$ by $\tfrac12h^2x(1-x)f''$ to leading order. For a cosine $f''=-f$, and the mean of $x(1-x)$ is $1/6$, so on average the band shrinks by the fraction $h^2/12$. At $N=32$ this is $3.2\times10^{-3}$. Shrinking $t$ by that amount in the true-band integral at $\operatorname{Im}z=0.3$ eV reduces the discrepancy from $2.35\times10^{-3}$ to $3\times10^{-6}$. At $\operatorname{Im}z=0.01$ eV, where the interpolation error in energy is not small compared with $\operatorname{Im}z$, the same correction explains less: it leaves $4.8\times10^{-4}$ of $3.6\times10^{-3}$ at $N=32$, and $1.7\times10^{-2}$ of $4.8\times10^{-2}$ at $N=8$.

The point sum behaves differently because its integrand is periodic and analytic. Shifting $k_a$ by $i\kappa$ gives $e$ an imaginary part of at most $2t\sinh\kappa$, so $z-e$ cannot vanish while this is below $\operatorname{Im}z$. The error then falls at least about as fast as $e^{-N\kappa}$ with $\sinh\kappa=\operatorname{Im}z/2t$. At $N=32$ this exponent is about 18 for 0.3 eV but 0.6 for 0.01 eV. The argument gives a guaranteed rate, not the actual one, which is somewhat higher: at 0.3 eV the tabulated error drops by $e^{10.0}$ from $N=16$ to $32$, against $e^{9.1}$ from $\kappa$, and at $N=32$ it lies well below $e^{-N\kappa}\approx10^{-8}$. In this model tetrahedra pay near the real axis, and a point sum is better on a contour far from it.

Symmetry makes coincident corners a practical matter. For $N=16$, 5760 of the 24576 tetrahedra have a corner gap below $10^{-12}$ eV. Of these, 2976 are forced by cubic symmetry and would occur for any cubic band on this mesh; the rest come from $\cos(k+\pi)=-\cos k$, which is special to the nearest-neighbour model. At $\operatorname{Im}z=0.01$ eV, (\ref{explicit}) in double precision gave a non-finite value in 1222 tetrahedra and a finite one wrong by more than a relative $10^{-6}$ in 4538. Together these are the same 5760. How they divide depends only on whether equal energies come out bit-identical after rounding, so the split changes with the way the energies are computed. The finite failures are the more dangerous, since no exception reveals them.

\section{Limits of use}

The example is a single separable band, whereas a crystal generally has several bands that are not separable. Interpolating energies sorted by size turns a band crossing into a kink, near which the local interpolation error is of order $h$ rather than $h^2$; its effect on the zone average depends on the bands and is not determined here. Even for this smooth band, the interpolation error in energy can reach $2th^2/8$ per axis, about 7 meV in total at $N=32$. Structure in $G(E)$ on that scale can come from the mesh, however accurately each tetrahedron is evaluated. The true band also has sharp features, its van Hove singularities, and a finer mesh helps to tell the two apart.

For $\operatorname{Im}z<0$ use $G(z)=G(z^*)^*$. For retarded quantities keep a small positive $\operatorname{Im}z$, because at a corner energy on the axis $\ln0$ appears even where the limit is finite. Complex corner energies, as from a $k$-dependent self-energy, fall outside the scheme: the sorting and the bound on $|q_i|$ both rely on the $u_i$ lying on a line parallel to the real axis. The numerical output follows.

\section*{Numbers as computed}
\begin{verbatim}
one tetrahedron: corners [0.  0.2 0.5 0.9] eV, z = (0.4+0.2j) eV
  corner 1: log term -5.691663-2.437244j, weight 0.250891-0.872025j 1/eV
  corner 2: log term 4.487990+7.216368j, weight 0.157391-0.950007j 1/eV
  corner 3: log term 6.315687-0.055934j, weight -0.059856-0.984584j 1/eV
  corner 4: log term -5.026672-8.376376j, weight -0.263085-0.846569j 1/eV
  G formula 0.08534151-3.65318571j 1/eV
  G volume quadrature 0.08534151-3.65318571j 1/eV
confluent limits: a, b, c = 0.1, 0.5, 0.9 eV, z = (0.3+0.2j) eV
  corners a,a,b,c: G = -0.974083-3.490893j 1/eV
  corners a,a,b,b: G = 0.000000-4.280972j 1/eV
  corners a,a,a,b: G = 1.609514-3.750000j 1/eV
  corners a,a,a,a: G = 2.500000-2.500000j 1/eV
stable algorithm, 200 random cases, corner offsets 1e-12 to 1 eV:
  worst relative error: G 4.6e-15, weights 5.1e-15
explicit sum, worst relative error at corner gap 1e-3 and 1e-5 eV:
  2 close corners: 2.6e-12, 2.3e-10; power 0.98
  3 close corners: 6.9e-10, 4.3e-06; power 1.90
  4 close corners: 1.3e-07, 7.6e-02; power 2.89
density of states of the first tetrahedron (1/eV):
  E = 0.1 eV: Green function 0.333333, B-spline 0.333333
  E = 0.4 eV: Green function 2.476190, B-spline 2.476190
  E = 0.7 eV: Green function 0.476190, B-spline 0.476190
simple cubic band: t = 0.25 eV, E = 0.2 eV, band -1.5 to 1.5 eV
 eta = 0.01 eV: true-band G = 0.305612-1.780299j 1/eV, -Im G/pi = 0.566687 1/eV
  N = 8: tetrahedron G = 0.357573-1.850251j 1/eV; relative error 4.82e-02, point sum 2.81e-01
  N = 16: tetrahedron G = 0.309539-1.807168j 1/eV; relative error 1.50e-02, point sum 1.13e+00
  N = 32: tetrahedron G = 0.307128-1.786678j 1/eV; relative error 3.63e-03, point sum 2.40e-01
 eta = 0.3 eV: true-band G = 0.250554-1.346068j 1/eV, -Im G/pi = 0.428467 1/eV
  N = 8: tetrahedron G = 0.273043-1.392675j 1/eV; relative error 3.78e-02, point sum 7.43e-03
  N = 16: tetrahedron G = 0.255949-1.357766j 1/eV; relative error 9.41e-03, point sum 1.61e-05
  N = 32: tetrahedron G = 0.251892-1.348989j 1/eV; relative error 2.35e-03, point sum 7.23e-10
  convergence power in mesh step: 2.005
  N = 32: band shrink h^2/12 = 3.213e-03; relative error left after it 3.2e-06
explicit sum on the N = 16 mesh, eta = 0.01 eV:
  tetrahedra 24576, with a corner gap below 1e-12 eV 5760
  not finite 1222, finite but wrong by over 1e-6 4538
  largest corner gap among the failures 4.4e-16 eV
\end{verbatim}
